Adatom density on top of an island: centre against edge

**Problem**

During epitaxial growth, atoms land uniformly on top of a circular island one layer high. They diffuse there until they hop down over the edge, where an extra barrier, the Ehrlich-Schwoebel barrier, slows them. If two of them meet first, they may start a second layer, so it matters how the adatoms are distributed over the island top.

Lengths are measured in lattice spacings, with one site per unit area. The island radius is R = 50. The flux F is in monolayers per unit time, the diffusion coefficient D is in squared spacings per unit time, and n(r) is the mean number of adatoms per site at distance r from the centre. The barrier enters through the Ehrlich-Schwoebel length ℓ = 10, defined by the edge condition

n(R) = −ℓ n′(R).

Here n(R) is the continuum density on the island side of the edge, and the prime means d/dr. Diffusion is isotropic and all parts of the edge are alike. No atoms evaporate, none climb onto the island from below, and no second-layer nucleus exists yet. The island grows so slowly that the density is steady at each radius.

How many times as large is the density at the centre as at the edge?

**A tempting solution, which is wrong**

In the steady state diffusion and deposition balance at every point:

D (n″ + n′/r) + F = 0.

A trial function C − Fr²/(4D) has n′ = −Fr/(2D) and n″ = −F/(2D). The bracket is then −F/D, and the equation holds for any constant C. The other independent solution, ln r, diverges at the centre and is dropped.

To fix C, one recalls that ℓ is an extrapolation length: continued beyond the edge, the density falls to zero a distance ℓ further out. One therefore sets n(R + ℓ) = 0, which gives

n(r) = F [(R + ℓ)² − r²] / (4D).

At the centre this is 60²/4 = 900 in units of F/D. At the edge it is (60² − 50²)/4 = 275. The ratio would be 900/275 ≈ 3.27.

**Where it fails**

The differential equation was solved correctly, so the fault must lie in the constant. The proposed density can be put into the edge condition itself. Its slope at the edge is n′(R) = −FR/(2D), so the right-hand side of the condition is

−ℓ n′(R) = FRℓ/(2D) = 250 F/D.

The left-hand side, the proposed edge density, is

n(R) = F (2Rℓ + ℓ²)/(4D) = FRℓ/(2D) + Fℓ²/(4D) = 275 F/D.

The two sides differ by Fℓ²/(4D), which is 25 F/D.

The error is also visible in the count of atoms. By the edge condition, an edge with density n(R) passes a current D n(R)/ℓ per unit length. With the proposed density, the total outflow would be

2πR · D n(R)/ℓ = πR²F [1 + ℓ/(2R)].

Only πR²F atoms land on the island per unit time. The edge would pass 10% more atoms than arrive, and the density could not be steady.

The faulty step is the phrase "continued beyond the edge". The condition n(R) = −ℓ n′(R) says that the tangent to the profile at r = R reaches zero at R + ℓ. The proposed solution instead continued the curved profile to that point. That profile solves the equation with the landing term F, so this amounts to adding a ring of width ℓ on which atoms also land. No such ring exists: ℓ describes the resistance of the edge and is not a piece of terrace.

**The right solution**

Consider a disc of radius r < R around the centre. Atoms land inside it at the rate Fπr². In the steady state the same number per unit time must leave through its rim, whose length is 2πr. The outward diffusion current per unit length is −D n′(r), so

−D n′(r) · 2πr = Fπr².

Division by 2πrD gives

n′(r) = −Fr/(2D).

The minus sign says that the density falls outward, as it must if atoms are to drift to the edge on average. At r = R the slope is −FR/(2D), and the edge condition gives the edge density directly:

n(R) = −ℓ n′(R) = FRℓ/(2D).

The density further in follows by integrating the slope from r to R:

n(R) − n(r) = −(F/2D) ∫ᵣᴿ s ds = −F (R² − r²)/(4D).

Solving for n(r) and inserting the edge density, one finds

n(r) = F (R² − r²)/(4D) + FRℓ/(2D).

At the centre this is n(0) = FR²/(4D) + FRℓ/(2D). Division by n(R) cancels F and D:

n(0)/n(R) = 1 + [R²/4]/[Rℓ/2] = 1 + R/(2ℓ).

With R = 50 and ℓ = 10,

n(0)/n(R) = 1 + 50/20 = 3.5.

The density at the centre is 3.5 times as large as at the edge. It exceeds the edge density by 2.5 times that density, so the looser wording "3.5 times larger" should be avoided.

In units of F/D, the density falls from 875 at the centre to 775 at r = 20, 475 at r = 40 and 250 at the edge. A numerical solution that divides the island into 400 rings, and balances landing and hopping for each, also gives a ratio of 3.5000.

**What the barrier does**

The two terms of n(r) have separate origins. The first, F(R² − r²)/(4D), is the profile over an edge that removes every arriving atom at once. It does not contain ℓ. The second is a constant that the barrier adds everywhere on the island. The density must rise until the hindered edge passes as many atoms as land, but the slope is already fixed by the landing rate and cannot change. The centre-edge difference therefore stays at 625 F/D for any ℓ, with R, F and D held fixed.

This explains both limits. For ℓ ≪ R the constant is small, the edge is nearly empty and the ratio is large: ℓ = 1 gives 26. As ℓ → 0 the edge density vanishes and the ratio diverges, while the centre density stays finite at FR²/(4D). For ℓ ≫ R the constant dominates and the profile is nearly flat: ℓ = 100 gives 1.25. For given R, F and D, a ratio close to one is thus the sign of a strong barrier, and it goes with a high density over the whole island. Between islands of different size, the ratio shows only how ℓ compares with R.

The wrong solution can be judged in the same terms. Its ratio is

(R + ℓ)²/(2Rℓ + ℓ²) = 1 + R²/(2Rℓ + ℓ²),

because (R + ℓ)² = R² + 2Rℓ + ℓ². The right ratio is 1 + R²/(2Rℓ). The wrong excess over one is therefore the right one divided by 1 + ℓ/(2R). For ℓ ≪ R this divisor is close to one, because the curve hardly departs from its tangent over the distance ℓ. For ℓ ≫ R both ratios approach one, but the excesses differ by a large factor. At ℓ = 100 the wrong excess is 2500/20000 = 0.125, half the right value of 0.25.

**A second case: a long strip**

Let the island be a long strip with edges at x = ±W. By symmetry no net current crosses the middle line. The atoms landing between 0 and x must then cross the line at x, which gives −D n′(x) = Fx. The edge condition yields n(W) = FWℓ/D, and integration yields n(0) − n(W) = FW²/(2D). Hence

n(0)/n(W) = 1 + [W²/2]/[Wℓ] = 1 + W/(2ℓ).

For W = R the ratio is the same as for the disc, although both densities are twice as large. The strip has half as much edge for each unit of area, which doubles the edge density. The centre-edge difference doubles as well, because the slope at a given distance from the middle has the size Fx/D instead of Fr/(2D).

**What ℓ = 10 means for hopping atoms**

Consider a straight step. Let ν be the rate at which an adatom on the terrace hops to a given neighbouring row, and ν′ the rate at which an atom in the last row hops down. With unit spacing, D = ν. Let a current J per unit length flow towards the step, and neglect the atoms that land on the last few rows. If the last two rows have densities m₁ and m₀, with m₀ the outermost, then

J = ν (m₁ − m₀) and J = ν′ m₀.

The density thus drops by J/ν per row. The edge is placed at the first row position beyond the terrace, where the continued straight line has the value

n(R) = m₀ − J/ν = J (1/ν′ − 1/ν).

The slope is n′ = −J/ν, so the definition of ℓ gives

ℓ = −n(R)/n′(R) = ν/ν′ − 1.

At a straight step, an ℓ of 10 therefore means that the rate of hopping down is one eleventh of the rate on the terrace. A round edge on a lattice has kinks, where an atom may have more than one way down, so the same two rates can give a smaller effective ℓ there. If both rates have the same prefactor, the extra barrier at a straight step is kT ln 11 ≈ 2.4 kT; a kinked round edge with the same ℓ can need a somewhat higher one.

This also shows what "at the edge" refers to. If the round edge is treated locally as a straight step, the last occupied row lies one spacing inside r = R, and the profile there is (50² − 49²)/4 + 250 ≈ 275 in units of F/D. Measured against that row, the ratio would be about 3.2. The value 3.5 belongs to the continuum density at r = R. That 275 also appeared in the wrong solution is a coincidence of the chosen numbers: there the excess over 250 was ℓ²/4, here it is close to R/2, and both are 25.

**Is there a steady density at all?**

The ratio does not depend on D/F, but the assumptions behind it do. Take D/F = 10⁹. The centre density is then 8.75 × 10⁻⁷ per site. The mean number of adatoms on the whole island is

N = ∫₀ᴿ n(r) 2πr dr = (πF/2D)(R⁴/2 − R⁴/4) + πR² · FRℓ/(2D).

The first part equals πFR⁴/(8D) and the second πFR³ℓ/(2D), so

N = πFR³ (R + 4ℓ)/(8D) ≈ 0.0044.

Most of the time the island top is empty. The density n(r) is then an average over time or over many equal islands, not a picture of one island at one moment. The diffusion equation still holds for this average, because it is linear and independent adatoms simply add their contributions.

Atoms land at the rate πR²F. In the steady state N equals this rate times the mean time an atom spends on top, which is therefore

N/(πR²F) = R (R + 4ℓ)/(8D) = 50 · 90/(8D) = 562.5/D.

The mean time between landings is much longer, about 1.27 × 10⁵/D.

*Slow growth.* A disturbance of the steady profile obeys the diffusion equation without the source. The slowest radially symmetric one has the form J₀(xr/R) exp(−t/τ), where J₀ is a Bessel function. Insertion gives 1/τ = Dx²/R². Since the derivative of J₀ is −J₁, the edge condition becomes

J₀(x) = (ℓx/R) J₁(x), or x J₁(x) = (R/ℓ) J₀(x).

The smallest positive root is x ≈ 1.990, so τ = R²/(Dx²) ≈ 631/D and Fτ ≈ 6.3 × 10⁻⁷ monolayers. For comparison, let the island collect all atoms landing on an area A around and on it, and let θ = πR²/A. Its area grows as 2πR dR/dt = FA, so its radius changes on the time scale R/(dR/dt) = 2πR²/(FA) = 2θ/F. The profile follows the growing island if Fτ ≪ 2θ. For θ = 0.1 this is amply satisfied.

*No nucleation yet.* Two adatoms can meet only if one lands while another is present. For independent adatoms landing at random times, the number on top follows a Poisson distribution with mean N. The chance that a landing atom finds company is then 1 − exp(−N) ≈ 0.0044. A simulated sequence of two million random landings gave 0.00443, with a statistical error of 0.00005. Few atoms are therefore lost to meetings, and neglecting this loss is justified while the island top is bare.

It does not follow that the top stays bare. While 0.1 monolayer is deposited at fixed R, about 0.1 · π · 50² ≈ 785 atoms land on the island, and about 785 · 0.0044 ≈ 3.5 of them find another adatom there. Some of these pairs may meet. Once a stable nucleus has formed, it captures adatoms, and the profile derived here no longer applies.

**Beside real surfaces**

On metal surfaces the extra barrier ranges, roughly, from a few hundredths to a few tenths of an electronvolt. At 300 K, 2.4 kT is about 0.06 eV, towards the lower end. The ratio is sensitive to this value: with equal prefactors and the straight-step relation between ℓ and the hop rates, 0.1 eV at 300 K gives ℓ ≈ 47 and a ratio near 1.5. The chosen radius is large for D/F = 10⁹. If pairs of adatoms are already stable, islands nucleated under these conditions have a spacing of order (D/F)^(1/6) ≈ 32, times a factor of order one. An island 100 spacings across would more naturally be prepared beforehand, at a lower flux or a higher temperature. The uniform edge is also an idealisation: real steps have kinks and segments of different orientation, over which atoms may descend at different rates. If their combined effect can be described by one effective ℓ, a value of 5 instead of 10 would raise the ratio to 6, and a value of 20 would lower it to 2.25.

Table of computed values

```
Island radius R = 50 spacings
Ehrlich-Schwoebel length ell = 10 spacings
D/F = 1.0e+09 (lattice units)
Radius (spacings), D*n/F (lattice units), n (per site):
  r =  0    875.0   8.750e-07
  r = 10    850.0   8.500e-07
  r = 20    775.0   7.750e-07
  r = 30    650.0   6.500e-07
  r = 40    475.0   4.750e-07
  r = 50    250.0   2.500e-07
Centre-edge difference of D*n/F = 625.0
Ratio n(0)/n(R), formula = 3.5000
Ratio n(0)/n(R), finite volumes = 3.5000
Ratio for ell = 1 spacings = 26.00
Ratio for ell = 100 spacings = 1.25
Hop-rate ratio terrace/step = 11
ell from lattice hopping = 10.0000 spacings
Extra barrier / kT, equal prefactors = 2.398
Mean number of adatoms on top N = 0.00442
Mean residence time = 562.5 (units 1/D)
Mean time between landings = 127324 (units 1/D)
Bessel root x = 1.9898
Slowest relaxation time tau = 631.4 (units 1/D)
F*tau = 6.31e-07 monolayers
Chance of landing on occupied island, formula = 0.00441
Same chance, simulated = 0.00443
Statistical error of simulation = 0.00005
```
